# Why self-consistent Kadanoff-Baym dynamics damps an isolated Hubbard dimer: test program

```python
"""
Claim under test: self-consistent second-Born Kadanoff-Baym dynamics of a
Hubbard dimer is damped because its dressed self-energy is the embedding
self-energy of a fictitious bath with ever more orbitals. The exact motion and
the second-order theory with undressed lines have few modes and do not damp.

Symbols (hbar = 1): J hopping, U repulsion, n_i density per spin on site i,
z = n_1 - n_2 = (N_1 - N_2)/2 charge imbalance, G< and G> lesser and greater
Green's functions, phi/chi filled/empty Hartree-Fock orbital.
Two-time kernels are matrices with the combined index (time, site).
Energies are in units of J and times in units of 1/J.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.special import ellipj, ellipk

J = 1.0
U = 1.0
HOP = -J * np.array([[0.0, 1.0], [1.0, 0.0]])
ONE = np.eye(2)


def dag(a):
    return a.conj().T


# ---------- exact dynamics in the full 16-state Fock space ----------
def fock_annihilators():
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    ops = []
    for k in range(4):
        op = np.eye(1)
        for q in range(4):
            op = np.kron(op, sign if q < k else (lower if q == k else ONE))
        ops.append(op)
    return ops          # up site 1, up site 2, down site 1, down site 2


C = fock_annihilators()


def fock_hamiltonian(hopping):
    ham = np.zeros((16, 16))
    for a, b in ((0, 1), (2, 3)):
        ham -= hopping * (C[a].T @ C[b] + C[b].T @ C[a])
    for i in (0, 1):
        ham += U * C[i].T @ C[i] @ C[i + 2].T @ C[i + 2]
    return ham


def exact_removal_vectors(phi, times):
    """Vectors c_i(t)|psi0> for spin up, shape (time, site, 16)."""
    vacuum = np.zeros(16)
    vacuum[0] = 1.0
    up = phi[0] * C[0].T + phi[1] * C[1].T
    down = phi[0] * C[2].T + phi[1] * C[3].T
    psi0 = up @ down @ vacuum
    energy, vec = np.linalg.eigh(fock_hamiltonian(J))
    phase = np.exp(-1j * np.outer(times, energy))
    psi_t = (phase * (vec.T @ psi0)) @ vec.T
    out = np.empty((len(times), 2, 16), complex)
    for i in (0, 1):
        removed = psi_t @ C[i].T
        out[:, i] = (phase.conj() * (removed @ vec)) @ vec.T
    return out


def imbalance(density):
    return density[:, 0] - density[:, 1]


# ---------- Hartree-Fock orbitals ----------
def hartree_fock_lines(times):
    def rhs(t, y):
        h = HOP + U * np.diag(np.abs(y[:2]) ** 2)
        return -1j * np.concatenate((h @ y[:2], h @ y[2:]))
    start = np.array([1, 0, 0, 1], complex)
    sol = solve_ivp(rhs, (0.0, times[-1]), start, method="DOP853",
                    t_eval=times, rtol=1e-10, atol=1e-12)
    return sol.y[:2].T, sol.y[2:].T


# ---------- two-time Kadanoff-Baym solver ----------
def kadanoff_baym(phi0, dt, steps, lines=None):
    """Second-Born propagation. With lines = (G<, G>, density) the self-energy
    is built from these given functions, otherwise from the solution itself."""
    size = 2 * (steps + 1)
    less = np.zeros((size, size), complex)
    great = np.zeros((size, size), complex)
    adv = np.zeros((size, size), complex)   # advanced function, half diagonal
    rho = np.outer(phi0, np.conj(phi0)).astype(complex)
    less[:2, :2] = 1j * rho
    great[:2, :2] = 1j * rho - 1j * ONE
    source_l, source_g = (less, great) if lines is None else lines[:2]

    def mean_field(matrix, m):
        dens = np.diag(matrix).real if lines is None else lines[2][m]
        return HOP + U * np.diag(dens)

    def collision(m):
        e = 2 * m + 2
        row_l, row_g = source_l[e - 2:e, :e], source_g[e - 2:e, :e]
        sig_l = -U**2 * row_l**2 * row_g.conj()
        sig_g = -U**2 * row_g**2 * row_l.conj()
        weight = np.full(e, dt)
        weight[:2] *= 0.5
        sig_ret = (sig_g - sig_l) * weight
        sig_ret[:, -2:] *= 0.5
        second = (np.vstack((sig_l, sig_g)) * weight) @ adv[:e, :e]
        return (sig_ret @ less[:e, :e] + second[:2],
                sig_ret @ great[:e, :e] + second[2:])

    density = np.empty((steps + 1, 2))
    energy = np.empty(steps + 1)

    def record(m, matrix, coll):
        n = np.diag(matrix).real
        density[m] = n
        energy[m] = (2 * np.trace(HOP @ matrix).real + U * np.sum(n**2)
                     + np.trace(coll[:, -2:]).imag)

    coll_l = np.zeros((2, 2), complex)
    coll_g = np.zeros((2, 2), complex)
    record(0, rho, coll_l)
    h_now = mean_field(rho, 0)
    h_old = h_now
    for m in range(1, steps + 1):
        e = 2 * m
        h_next = 2 * h_now - h_old
        for attempt in (0, 1):
            val, vec = np.linalg.eigh(0.5 * (h_now + h_next))
            step = (vec * np.exp(-1j * dt * val)) @ dag(vec)
            if attempt == 0:
                next_l, next_g = step @ coll_l, step @ coll_g
                diag_next = step @ coll_l[:, -2:] @ dag(step)
            else:
                next_l, next_g = new_l[:, :e], new_g[:, :e]
                diag_next = new_l[:, e:]
            row_l = (step @ (less[e - 2:e, :e] - 0.5j * dt * coll_l)
                     - 0.5j * dt * next_l)
            row_g = (step @ (great[e - 2:e, :e] - 0.5j * dt * coll_g)
                     - 0.5j * dt * next_g)
            loss = coll_l[:, -2:] + dag(coll_l[:, -2:])
            rho_next = (step @ (rho - 0.5 * dt * loss) @ dag(step)
                        - 0.5 * dt * (diag_next + dag(diag_next)))
            less[e:e + 2, :e], great[e:e + 2, :e] = row_l, row_g
            less[:e, e:e + 2], great[:e, e:e + 2] = -dag(row_l), -dag(row_g)
            less[e:e + 2, e:e + 2] = 1j * rho_next
            great[e:e + 2, e:e + 2] = 1j * rho_next - 1j * ONE
            adv[:e, e:e + 2] = less[:e, e:e + 2] - great[:e, e:e + 2]
            adv[e:e + 2, e:e + 2] = 0.5j * ONE
            h_next = mean_field(rho_next, m)
            new_l, new_g = collision(m)
        coll_l, coll_g, rho = new_l, new_g, rho_next
        h_old, h_now = h_now, h_next
        record(m, rho, coll_l)
    return density, energy, less, great


# ---------- unitary propagation of dimer plus explicit bath orbitals ----------
def propagate_with_bath(h_grid, coupling, dt):
    """Site rows of the one-particle evolution matrix at every grid time."""
    dim = 2 + coupling.shape[2]
    evolution = np.eye(dim, dtype=complex)
    rows = np.empty((len(h_grid), 2, dim), complex)
    rows[0] = evolution[:2]
    for n in range(len(h_grid) - 1):
        h = 0.5 * (h_grid[n] + h_grid[n + 1])
        v = 0.5 * (coupling[n] + coupling[n + 1])
        v_dag = dag(v)
        term = evolution
        total = evolution.copy()
        for k in range(1, 7):
            new = np.empty_like(term)
            new[:2] = h @ term[:2] + v @ term[2:]
            new[2:] = v_dag @ term[:2]
            new *= -1j * dt / k
            total += new
            term = new
        evolution = total
        rows[n + 1] = evolution[:2]
    return rows


def mean_field_grid(density):
    return HOP + U * density[:, :, None] * ONE


def undressed_four_orbitals(times):
    phi, chi = hartree_fock_lines(times)
    filled = U * phi**2 * chi.conj()
    empty = U * chi**2 * phi.conj()
    rows = propagate_with_bath(mean_field_grid(np.abs(phi)**2),
                               np.stack((filled, empty), axis=2),
                               times[1] - times[0])
    density = np.sum(np.abs(rows[:, :, [0, 2]])**2, axis=2)
    return rows, density


def modes_for_99_percent(kernel):
    val = np.clip(np.linalg.eigvalsh(kernel)[::-1], 0.0, None)
    return int(np.searchsorted(np.cumsum(val) / val.sum(), 0.99) + 1)


def peak(z, t, start, stop):
    return np.max(np.abs(z[(t >= start - 1e-9) & (t <= stop + 1e-9)]))


# ===== half-filled atom at infinite temperature: bare and dressed kernel =====
def atom_amplitude(dressed, dt, steps):
    f = np.ones(steps + 1)
    slope = 0.0
    for n in range(steps):
        f[n + 1] = f[n] + dt * slope
        for _ in range(2):
            part = f[:n + 2]
            kernel = part**3 if dressed else np.ones(n + 2)
            product = kernel[::-1] * part
            integral = dt * (product.sum() - 0.5 * (product[0] + product[-1]))
            new_slope = -0.25 * U**2 * integral
            f[n + 1] = f[n] + 0.5 * dt * (slope + new_slope)
        slope = new_slope
    return f


atom_dt = 0.05
atom_t = atom_dt * np.arange(601)
atom_bare = atom_amplitude(False, atom_dt, 600)
atom_dressed = atom_amplitude(True, atom_dt, 600)
atom_levels = np.diag(fock_hamiltonian(0.0))
gaps = atom_levels[:, None] - atom_levels[None, :]
strength = C[0]**2
atom_exact = np.array([np.sum(2 * strength * np.exp(1j * gaps * s)) / 16
                       * np.exp(0.5j * U * s) for s in atom_t])
atom_error = np.max(np.abs(atom_bare - atom_exact))
assert atom_error < 5e-3
assert np.max(np.abs(atom_exact - np.cos(0.5 * U * atom_t))) < 1e-10
atom_late = peak(atom_dressed, atom_t, 20, 30)
assert atom_late < 0.1 and peak(atom_bare, atom_t, 20, 30) > 0.95

# ===== exact and Hartree-Fock motion against closed formulas =====
dt, steps = 0.08, 450
t = dt * np.arange(steps + 1)
t_end = t[-1]
site_one = np.array([1.0, 0.0])
removal = exact_removal_vectors(site_one, t)
z_exact = imbalance(np.sum(np.abs(removal)**2, axis=2))
c = np.sqrt(U**2 / 4 + 4 * J**2)
freq_slow, freq_fast = c - U / 2, c + U / 2
weight_slow, weight_fast = 0.5 * (1 + U / (2 * c)), 0.5 * (1 - U / (2 * c))
formula = weight_slow * np.cos(freq_slow * t) + weight_fast * np.cos(freq_fast * t)
assert np.max(np.abs(z_exact - formula)) < 1e-10
flat = removal.reshape(-1, 16)
exact_kernel = flat @ dag(flat)
val = np.linalg.eigvalsh(exact_kernel)
exact_rank = int(np.sum(val > 1e-10 * val[-1]))
assert exact_rank == 2

phi, chi = hartree_fock_lines(t)
z_hf = imbalance(np.abs(phi)**2)
elliptic_m = (U / (4 * J))**2
assert np.max(np.abs(z_hf - ellipj(2 * J * t, elliptic_m)[1])) < 1e-6
hf_period = 4 * ellipk(elliptic_m) / (2 * J)

# ===== undressed second Born: two-time solver against four orbitals =====
ref_t = 0.0125 * np.arange(1201)
ref_density = undressed_four_orbitals(ref_t)[1]
undressed_error = {}
for stride, count in ((8, 150), (4, 300)):
    grid = ref_t[::stride]
    a, b = hartree_fock_lines(grid)
    af, bf = a.reshape(-1), b.reshape(-1)
    lines = (1j * np.outer(af, af.conj()), -1j * np.outer(bf, bf.conj()),
             np.abs(a)**2)
    dens = kadanoff_baym(site_one, grid[1], count, lines)[0]
    undressed_error[stride] = np.max(np.abs(dens - ref_density[::stride]))
assert undressed_error[4] < 0.02
assert undressed_error[4] < 0.45 * undressed_error[8]

long_t = 0.04 * np.arange(9001)
rows_long, dens_long = undressed_four_orbitals(long_t)
z_long = imbalance(dens_long)
z_undressed = z_long[:2 * steps + 1:2]
undressed_late = peak(z_long, long_t, 180, 360)
assert undressed_late > 0.5
number_drift_undressed = np.max(np.abs(dens_long.sum(axis=1) - 1))

# rank of the self-energy after dressing the lines once
sample = rows_long[:2 * steps + 1:4].reshape(-1, 4)
k_less = sample[:, [0, 2]] @ dag(sample[:, [0, 2]])
k_great = sample[:, [1, 3]] @ dag(sample[:, [1, 3]])
val = np.linalg.eigvalsh(k_less**2 * k_great.conj())
rank_once_dressed = int(np.sum(val > 1e-9 * val[-1]))
assert 1 < rank_once_dressed <= 6

# ===== self-consistent second Born =====
dens_sc, energy_sc, less, great = kadanoff_baym(site_one, dt, steps)
z_sc = imbalance(dens_sc)
z_coarse = imbalance(kadanoff_baym(site_one, 2 * dt, steps // 2)[0])
step_error = np.max(np.abs(z_sc[::2] - z_coarse))
assert step_error < 0.1
number_drift = np.max(np.abs(dens_sc.sum(axis=1) - 1))
energy_drift = np.max(np.abs(energy_sc - U))
assert number_drift < 1e-9
assert energy_drift < 0.05
assert peak(z_sc, t, 24, 36) < 0.3 * peak(z_exact, t, 24, 36)

kernel_sc = -1j * less
lowest = np.linalg.eigvalsh(kernel_sc)[0] / np.trace(kernel_sc).real
assert lowest > -0.01
mode_times = (9, 18, 36)
mode_counts = []
exact_counts = []
for stop in mode_times:
    e = 2 * (int(round(stop / dt)) + 1)
    mode_counts.append(modes_for_99_percent(kernel_sc[:e, :e]))
    exact_counts.append(modes_for_99_percent(exact_kernel[:e, :e]))
assert mode_counts[0] < mode_counts[1] < mode_counts[2]
assert mode_counts[2] >= 10 and max(exact_counts) <= 2

# ===== dressed self-energy turned into explicit bath orbitals =====
bath_each = 120
couplings, captured = [], []
for sig in (1j * U**2 * less**2 * great.conj(),
            -1j * U**2 * great**2 * less.conj()):
    val, vec = np.linalg.eigh(sig)
    top = np.clip(val[-bath_each:], 0.0, None)
    captured.append(top.sum() / np.trace(sig).real)
    couplings.append((vec[:, -bath_each:] * np.sqrt(top)).reshape(
        steps + 1, 2, bath_each))
rows = propagate_with_bath(mean_field_grid(dens_sc),
                           np.concatenate(couplings, axis=2), dt)
occupied = [0] + list(range(2, 2 + bath_each))
z_bath = imbalance(np.sum(np.abs(rows[:, :, occupied])**2, axis=2))
bath_error = np.max(np.abs(z_bath - z_sc))
assert bath_error < 0.05

# ===== weak drive: nearly bonding initial orbital =====
weak_phi = np.sqrt(np.array([0.55, 0.45]))
weak_t = t[::2]
z_weak = imbalance(kadanoff_baym(weak_phi, 2 * dt, steps // 2)[0])
weak_vectors = exact_removal_vectors(weak_phi, weak_t)
z_weak_exact = imbalance(np.sum(np.abs(weak_vectors)**2, axis=2))
weak_sc_late = peak(z_weak, weak_t, 24, 36)
weak_exact_late = peak(z_weak_exact, weak_t, 24, 36)
weak_ratio = weak_sc_late / weak_exact_late
strong_ratio = peak(z_sc, t, 24, 36) / peak(z_exact, t, 24, 36)
assert weak_ratio > 0.5 and weak_ratio > 2 * strong_ratio

# ===== output =====
print(f"hopping J = {J:.1f} (energy unit), U = {U:.1f} J")
print(f"time step = {dt:.2f} /J, final time = {t_end:.1f} /J")
print(f"exact frequencies = {freq_slow:.4f}, {freq_fast:.4f} J")
print(f"exact weights = {weight_slow:.4f}, {weight_fast:.4f}")
print(f"Hartree-Fock period = {hf_period:.4f} /J")
print("imbalance z: t(1/J) exact HF undressed dressed bath-model")
for k in range(0, steps + 1, 50):
    print(f"{t[k]:5.1f} {z_exact[k]:8.3f} {z_hf[k]:8.3f} "
          f"{z_undressed[k]:8.3f} {z_sc[k]:8.3f} {z_bath[k]:8.3f}")
print("peak |z|: window(1/J) exact HF undressed dressed")
for a, b in ((0, 12), (12, 24), (24, 36)):
    print(f"{a:2d}-{b:2d} " + " ".join(
        f"{peak(z, t, a, b):8.4f}" for z in (z_exact, z_hf, z_undressed, z_sc)))
print(f"undressed peak |z|, t = 180-360 /J: {undressed_late:.3f}")
print(f"undressed max number error per spin: {number_drift_undressed:.2e}")
print(f"undressed KBE vs 4 orbitals, step 0.10 /J: {undressed_error[8]:.2e}")
print(f"undressed KBE vs 4 orbitals, step 0.05 /J: {undressed_error[4]:.2e}")
print(f"rank of exact lesser kernel: {exact_rank}")
print(f"rank of lesser self-energy, lines dressed once: {rank_once_dressed}")
print("modes holding 99% of G<: span(1/J) exact dressed")
for a, b, d in zip(mode_times, exact_counts, mode_counts):
    print(f"{a:2d} {b:3d} {d:3d}")
print(f"dressed lowest kernel eigenvalue / trace: {lowest:.1e}")
print(f"bath orbitals used: {bath_each} filled + {bath_each} empty")
print(f"self-energy trace captured: {captured[0]:.5f}, {captured[1]:.5f}")
print(f"max |z(bath model) - z(dressed KBE)|: {bath_error:.2e}")
print(f"dressed max change of z on doubling step: {step_error:.2e}")
print(f"dressed max number error per spin: {number_drift:.1e}")
print(f"dressed energy: start {energy_sc[0]:.4f}, end {energy_sc[-1]:.4f} J")
print(f"dressed max energy error: {energy_drift:.2e} J")
print(f"weak drive z(0) = {z_weak[0]:.3f}")
print(f"weak late peak |z|: exact {weak_exact_late:.4f}, dressed {weak_sc_late:.4f}")
print(f"late peak ratio dressed/exact: weak {weak_ratio:.3f}, strong {strong_ratio:.4f}")
print(f"atom: bare kernel max error against exact {atom_error:.1e}")
for s in (5, 10, 20):
    k = int(round(s / atom_dt))
    print(f"atom t = {s:2d} /J: exact {atom_exact[k].real:7.4f}, "
          f"dressed {atom_dressed[k]:8.5f}")
print(f"atom dressed peak |f|, t = 20-30 /J: {atom_late:.1e}")
print("PASS")
```

It prints:

```
hopping J = 1.0 (energy unit), U = 1.0 J
time step = 0.08 /J, final time = 36.0 /J
exact frequencies = 1.5616, 2.5616 J
exact weights = 0.6213, 0.3787
Hartree-Fock period = 3.1925 /J
imbalance z: t(1/J) exact HF undressed dressed bath-model
  0.0    1.000    1.000    1.000    1.000    1.000
  4.0    0.363   -0.018   -0.091    0.020    0.018
  8.0    0.592   -0.999   -0.565   -0.381   -0.382
 12.0    0.913    0.055    0.051   -0.056   -0.056
 16.0    0.240    0.997    0.882    0.160    0.160
 20.0    0.826   -0.091   -0.061    0.047    0.047
 24.0    0.687   -0.994   -0.747   -0.061   -0.062
 28.0    0.274    0.127    0.092   -0.029   -0.029
 32.0    0.957    0.989    0.650    0.021    0.022
 36.0    0.419   -0.163   -0.057    0.016    0.016
peak |z|: window(1/J) exact HF undressed dressed
 0-12   1.0000   1.0000   1.0000   1.0000
12-24   0.9806   0.9989   0.9940   0.2332
24-36   0.9574   1.0000   0.9862   0.0702
undressed peak |z|, t = 180-360 /J: 0.999
undressed max number error per spin: 7.31e-03
undressed KBE vs 4 orbitals, step 0.10 /J: 2.35e-03
undressed KBE vs 4 orbitals, step 0.05 /J: 5.35e-04
rank of exact lesser kernel: 2
rank of lesser self-energy, lines dressed once: 6
modes holding 99% of G<: span(1/J) exact dressed
 9   2   7
18   2  14
36   2  28
dressed lowest kernel eigenvalue / trace: -3.4e-07
bath orbitals used: 120 filled + 120 empty
self-energy trace captured: 0.99908, 0.99908
max |z(bath model) - z(dressed KBE)|: 2.01e-03
dressed max change of z on doubling step: 1.93e-02
dressed max number error per spin: 9.3e-15
dressed energy: start 1.0000, end 1.0016 J
dressed max energy error: 1.64e-03 J
weak drive z(0) = 0.100
weak late peak |z|: exact 0.0975, dressed 0.0807
late peak ratio dressed/exact: weak 0.829, strong 0.0733
atom: bare kernel max error against exact 7.4e-04
atom t =  5 /J: exact -0.8011, dressed  0.08185
atom t = 10 /J: exact  0.2837, dressed -0.00392
atom t = 20 /J: exact -0.8391, dressed  0.00001
atom dressed peak |f|, t = 20-30 /J: 8.2e-06
PASS
```
